# Third-order intermodulation and the intercept point from a cubic transfer characteristic

## The cubic characteristic and its intercept

Q: I am told that the intercept point of a transistor follows from its "first and third transconductance derivatives". Derivatives of what, and with respect to what?

A: The phrase is loose, so let us fix it. Take the drain current \(I\) as a function of the gate-to-source voltage \(V\), and define at the bias voltage \(V_B\)

\[
g_n=\left.\frac{d^nI}{dV^n}\right|_{V_B}.
\]

Then \(g_1\) is the transconductance, in A/V. The other quantity we need is \(g_3\), in A/V³. It is the third derivative of the current, and therefore the second derivative of the transconductance. Let \(v=V-V_B\) be the signal voltage and \(i=I-I(V_B)\) the signal current. The cubic characteristic is

\[
i=g_1v+\frac{g_2}{2}v^2+\frac{g_3}{6}v^3. \tag{1}
\]

The divisors 2 and 6 are the factorials of the Taylor series. If someone writes the cubic term as \(c_3v^3\) instead, then \(c_3=g_3/6\).

Q: You have already assumed a great deal. A transistor at radio frequency has capacitances, and its current also depends on the drain voltage.

A: Equation (1) contains three assumptions. The current follows the present value of \(v\), without memory. It does not depend on the drain voltage. And \(v\) is the voltage that really stands between gate and source, with no part of the output fed back to it. I also take \(g_1>0\) and \(g_3\neq0\). Feedback through a source resistance can be added later, because it changes the answer in a way that can be calculated.

Q: Why must there be two tones? One sine wave is enough to reveal a nonlinearity.

A: One tone of angular frequency \(\omega_1\) produces currents at multiples of \(\omega_1\), which a filter can remove. Two neighbouring tones also produce currents next to themselves, where no practical filter helps. Let

\[
v=A_1\cos\theta_1+A_2\cos\theta_2,\qquad \theta_1=\omega_1t,\quad \theta_2=\omega_2t,
\]

with \(\omega_2>\omega_1\) and a spacing much smaller than either frequency. The amplitudes are peak values. I keep them different for the moment, so that we can see which tone supplies which factor.

Q: Then the square comes first. It is the larger nonlinear term at small drive, so why should it not dominate the interference?

A: It is larger, but it falls elsewhere in the spectrum. Squaring gives

\[
v^2=A_1^2\cos^2\theta_1+A_2^2\cos^2\theta_2+2A_1A_2\cos\theta_1\cos\theta_2 .
\]

Two identities are needed:

\[
\cos^2a=\tfrac12(1+\cos2a),\qquad
\cos a\cos b=\tfrac12[\cos(a+b)+\cos(a-b)].
\]

They turn the square into

\[
\begin{aligned}
v^2={}&\tfrac12(A_1^2+A_2^2)+\tfrac12A_1^2\cos2\theta_1+\tfrac12A_2^2\cos2\theta_2\\
&+A_1A_2[\cos(\theta_1+\theta_2)+\cos(\theta_2-\theta_1)].
\end{aligned}
\]

The current is this times \(g_2/2\). It contains a shift of the mean current, the second harmonics, the sum frequency and the beat frequency \(\omega_2-\omega_1\). The beat current has amplitude \(g_2A_1A_2/2\). Since the spacing is small, none of these lies near the two tones.

Q: And the cube does put something there?

A: Yes. Expand it first:

\[
\begin{aligned}
v^3={}&A_1^3\cos^3\theta_1+3A_1^2A_2\cos^2\theta_1\cos\theta_2\\
&+3A_1A_2^2\cos\theta_1\cos^2\theta_2+A_2^3\cos^3\theta_2 .
\end{aligned}
\]

For the mixed product, use the two identities in turn:

\[
\begin{aligned}
\cos^2\theta_1\cos\theta_2
&=\tfrac12\cos\theta_2+\tfrac12\cos2\theta_1\cos\theta_2\\
&=\tfrac12\cos\theta_2+\tfrac14\cos(2\theta_1+\theta_2)+\tfrac14\cos(2\theta_1-\theta_2).
\end{aligned}
\]

The last term has the frequency \(2\omega_1-\omega_2=\omega_1-(\omega_2-\omega_1)\). It lies one spacing below the lower tone. Its current amplitude is the product of three factors: \(g_3/6\) from the characteristic, \(3A_1^2A_2\) from the binomial expansion, and \(1/4\) from the identity. Hence

\[
i_{2\omega_1-\omega_2}=\frac{g_3}{6}\cdot3A_1^2A_2\cdot\frac14
=\frac{g_3}{8}A_1^2A_2. \tag{2}
\]

Exchanging the tones gives \(g_3A_1A_2^2/8\) at \(2\omega_2-\omega_1\), one spacing above the upper tone. These two are the close-in third-order intermodulation currents.

Q: If \(g_3\) is negative, you give me a negative amplitude. What am I to make of that?

A: It is the signed coefficient of a cosine. A negative value means a phase shift of \(\pi\). A spectrum analyser shows the magnitude, so the sign is invisible in one line. It matters when contributions to the same line are added, and it matters for the fundamental.

Q: The fundamental changes too?

A: It does, because the cube also returns current to the tones themselves. For \(\omega_1\) there are two sources. From

\[
\cos^3\theta_1=\cos\theta_1\cdot\tfrac12(1+\cos2\theta_1)
=\tfrac12\cos\theta_1+\tfrac14(\cos3\theta_1+\cos\theta_1)
\]

we get \(\tfrac34\cos\theta_1+\tfrac14\cos3\theta_1\). From \(\cos\theta_1\cos^2\theta_2\) we get \(\tfrac12\cos\theta_1\), plus terms at other frequencies. Adding these to the linear term,

\[
\begin{aligned}
i_{\omega_1}&=g_1A_1+\frac{g_3}{6}\left(\frac34A_1^3+\frac32A_1A_2^2\right)\\
&=g_1A_1+g_3\left(\frac{A_1^3}{8}+\frac{A_1A_2^2}{4}\right).
\end{aligned} \tag{3}
\]

For equal amplitudes \(A_1=A_2=A\), the bracket is \(3A^3/8\). If \(g_3<0\), each tone is weakened, partly by itself and twice as much by its partner.

Q: Now the intercept point. I would have thought it is the drive at which the intermodulation current has grown as large as the signal.

A: It is defined by extrapolation, and the difference is important. At small equal drives, the two currents approach

\[
I_1=g_1A,\qquad I_3=\frac{|g_3|}{8}A^3. \tag{4}
\]

On a plot of the logarithm of current against the logarithm of \(A\), these are straight lines with slopes 1 and 3. The third-order intercept is the crossing of the two lines. Setting them equal and dividing by \(A\), which is not zero, gives

\[
g_1=\frac{|g_3|}{8}A_{\rm IP3}^2
\quad\Longrightarrow\quad
A_{\rm IP3}=\sqrt{\frac{8g_1}{|g_3|}}. \tag{5}
\]

The units agree: (A/V)/(A/V³) is V², and the root is a voltage. The second derivative \(g_2\) has dropped out under the assumptions made so far.

Q: I have seen a factor 4/3 under such a root, not 8. And does "amplitude" mean peak or root mean square?

A: Both are matters of convention. With \(c_1=g_1\) and \(c_3=g_3/6\), the ratio \(8g_1/|g_3|\) becomes \(8c_1/(6|c_3|)=\tfrac43c_1/|c_3|\). That is the same voltage in other symbols. Equation (5) gives the peak amplitude of one tone. Its root-mean-square value is smaller by \(\sqrt2\), which makes it \(2\sqrt{g_1/|g_3|}\).

Q: Engineers quote the intercept as an output power. How do I get there?

A: Let all the signal current flow through a load with the same resistance \(R_L\) at the tones and at the intermodulation lines. A cosine current of peak value \(I_1\) delivers the average power \(I_1^2R_L/2\), since the average of a squared cosine is \(1/2\). At the intercept the extrapolated fundamental is \(g_1A_{\rm IP3}\), so

\[
P_{\rm OIP3}=\frac{R_L}{2}g_1^2A_{\rm IP3}^2
=\frac{R_L}{2}g_1^2\frac{8g_1}{|g_3|}
=\frac{4g_1^3R_L}{|g_3|}. \tag{6}
\]

This is the power per tone. I leave the input intercept as a voltage, because converting it to available input power requires a description of the gate and its matching network.

Q: Then a device with twice the transconductance has eight times the output intercept power?

A: It would, if \(g_3\) stayed the same, but a change of device usually alters both. Put \(m\) identical transistors in parallel on the same gate voltage. Every \(g_n\) is multiplied by \(m\). The input intercept (5) is unchanged, and at fixed \(R_L\) the output power (6) grows as \(m^3/m=m^2\). If the load is reduced to \(R_L/m\) to keep the same load voltage, the growth is by \(m\).

Stretching the voltage axis is different. If the current has the form \(F(V/V_s)\) and the bias is scaled along with \(V_s\), then \(g_1\propto V_s^{-1}\) and \(g_3\propto V_s^{-3}\). Equation (5) then gives \(A_{\rm IP3}\propto V_s\). A more gradual turn-on raises the input intercept and lowers the gain.

Q: How does one find a power that is obtained by extrapolation, if measurements are made at small drive?

A: Write \(x=A/A_{\rm IP3}\). On the asymptotes (4), the current ratio is

\[
\frac{I_3}{I_1}=\frac{|g_3|A^2}{8g_1}=x^2 .
\]

The suppression of the intermodulation line below the tone is therefore, in decibels,

\[
\Delta=20\log_{10}\frac{I_1}{I_3}=-40\log_{10}x .
\]

The tone power is \(P_1=P_{\rm OIP3}x^2\). With both powers in dBm, this reads \(P_1=P_{\rm OIP3}+20\log_{10}x=P_{\rm OIP3}-\Delta/2\), or

\[
P_{\rm OIP3}=P_1+\frac{\Delta}{2}. \tag{7}
\]

One measured pair of lines is enough, provided both are still on their asymptotes. Raising the drive by 1 dB there raises the tone by 1 dB and the intermodulation by 3 dB, so the suppression falls by 2 dB.

Q: Suppose I ignore your warning and apply \(A_{\rm IP3}\). What does your own cubic predict?

A: For equal tones, equations (3) and (5) give

\[
\frac{i_{\omega_1}}{g_1A}=1+\frac{3g_3A^2}{8g_1}
=1+3\,\mathrm{sgn}(g_3)\,x^2 .
\]

For \(g_3<0\) and \(x=1\), this is \(1-3=-2\). The fundamental would have reversed its phase and be twice the linear value, while the intermodulation current would equal the linear value in size. The cubic's fundamental has already passed through zero at \(x=1/\sqrt3\). So the two currents of the cubic do not meet at the intercept, even within the model. The intercept is a compact way to state the ratio \(g_1/|g_3|\). For the pure cubic, the asymptotes (4) are useful when \(3x^2\ll1\). In a real characteristic, higher-order terms can spoil them at a smaller drive, especially where \(g_3\) is nearly zero.

Q: Gain compression also comes from \(g_3\). Can I infer the intercept from the drive at which the gain has fallen by 1 dB?

A: For a pure cubic with \(g_3<0\), yes. Compression is normally stated for one tone, so set \(A_2=0\) in (3):

\[
\frac{i_{\omega_1}}{g_1A}=1-\frac{|g_3|A^2}{8g_1}=1-x^2 .
\]

A loss of 1 dB in current gain means a factor \(10^{-1/20}\). Therefore

\[
\frac{A_{\rm 1dB}}{A_{\rm IP3}}=\sqrt{1-10^{-1/20}}, \tag{8}
\]

which is \(-9.64\) dB. If \(g_3>0\), the cubic's gain expands with drive and there is no such point. Moreover, 1 dB of compression is reached at a drive where terms beyond the cubic may count. The relation (8) is therefore less secure than (5), which rests on the limit of small drive.

## Smooth characteristics, finite drive and source resistance

The symbols carried over are these. The signal current \(i\) and the gate-to-source signal voltage \(v\) are measured from bias, and \(g_n\) is the \(n\)th derivative of the drain current there. Two equal tones of peak amplitude \(A\) give the linear current \(g_1A\) and the intermodulation current \(g_3A^3/8\). Their asymptotes cross at \(A_{\rm IP3}=\sqrt{8g_1/|g_3|}\), and the output intercept power per tone in the load \(R_L\) is \(P_{\rm OIP3}=4g_1^3R_L/|g_3|\).

Q: No transistor has a cubic characteristic. A cubic runs off to infinity, while a real current falls towards zero below threshold and saturates above.

A: Then let us take a curve that does both:

\[
I=\frac{I_m}{2}(1+T),\qquad T=\tanh u,\qquad u=\frac{V-V_0}{V_s}.
\]

It is a model with round parameters, not a particular device: \(I_m=1\) A, \(V_0=-2\) V, \(V_s=1.5\) V, bias \(V_B=-2.3\) V and \(R_L=50\) Ω. The derivatives with respect to \(u\) follow from \(T'=1-T^2\):

\[
\begin{aligned}
T''&=-2T(1-T^2),\\
T'''&=-2(1-T^2)^2+4T^2(1-T^2)=(6T^2-2)(1-T^2).
\end{aligned}
\]

Multiplying out, \(T'''=-2+8T^2-6T^4\). Two more derivatives give

\[
\begin{aligned}
T''''&=(16T-24T^3)(1-T^2)=16T-40T^3+24T^5,\\
T'''''&=(16-120T^2+120T^4)(1-T^2).
\end{aligned}
\]

Each derivative with respect to \(V\) brings a factor \(1/V_s\), and the prefactor is \(I_m/2\). Thus

\[
\begin{aligned}
g_1&=\frac{I_m}{2V_s}(1-T^2), &
g_2&=-\frac{I_m}{V_s^2}T(1-T^2),\\
g_3&=\frac{I_m}{V_s^3}(3T^2-1)(1-T^2), &
g_5&=\frac{I_m}{V_s^5}(8-60T^2+60T^4)(1-T^2).
\end{aligned}
\]

At bias \(u=-0.2\) and \(T=-0.1974\). The values are \(g_1=0.3204\) A/V, \(g_2=0.0843\) A/V², \(g_3=-0.2515\) A/V³ and \(g_5=0.728\) A/V⁵.

Q: And the intercept?

A: From the formulas,

\[
A_{\rm IP3}=\sqrt{\frac{8(0.3204)}{0.2515}}\ {\rm V}=3.19\ {\rm V},
\qquad
P_{\rm OIP3}=\frac{4(0.3204)^3(50)}{0.2515}\ {\rm W}=26.1\ {\rm W},
\]

or 44.2 dBm. The intercept can also be found without \(g_1\) or \(g_3\). Sample the current of the full hyperbolic-tangent curve for tones at 2.00 and 2.01 GHz, and take its discrete Fourier transform. Read the lines at 2.00 and 1.99 GHz at two small drives, then extend the straight lines through them on logarithmic axes. They cross at 3.193 V, against 3.192 V from the formula.

Q: The current at that intercept is \(0.3204\times3.192=1.02\) A per tone. Your transistor cannot deliver that.

A: Indeed it cannot. Its current stays between 0 and \(I_m\), so it differs from \(I_m/2\) by at most \(I_m/2\). A spectral line is twice the average of the current times a cosine, and the constant \(I_m/2\) does not contribute to it. The line is therefore at most \(2(I_m/2)\) times the average of \(|\cos|\), which is \(2/\pi\). The bound is \(2I_m/\pi\), below 0.64 A. The intercept is a property of the small-signal asymptotes, and 26 W is not an available output power.

Q: Let us then use a drive that the device can accept. How good is the cubic law at 0.3 V per tone?

A: The linear current is \(0.3204\times0.3\) A \(=96.1\) mA, and the cubic law gives

\[
\frac{g_3A^3}{8}=\frac{-0.2515\,(0.3)^3}{8}\ {\rm A}=-0.849\ {\rm mA}.
\]

The Fourier transform of the full waveform gives \(-0.805\) mA. The cubic law is about 5% too large in magnitude, relative to the full result.

Q: Is that discrepancy explained, or merely small?

A: The next terms of the Taylor series explain it. The fourth-order term cannot contribute. To produce \(2\theta_1-\theta_2\), a product needs an even power of \(\cos\theta_1\) and an odd power of \(\cos\theta_2\), so the total power is odd. The next contribution comes from \(g_5v^5/120\), and two of its binomial terms matter:

\[
5\cos^4\theta_1\cos\theta_2
\quad\text{and}\quad
10\cos^2\theta_1\cos^3\theta_2 .
\]

In \(\cos^4\theta_1=\tfrac14(1+2\cos2\theta_1+\cos^22\theta_1)\), the coefficient of \(\cos2\theta_1\) is \(1/2\). Multiplication by \(\cos\theta_2\) puts half of it into \(\cos(2\theta_1-\theta_2)\), so the first term gives \(5\cdot\tfrac12\cdot\tfrac12=\tfrac54\). In the second, \(\cos^2\theta_1\) supplies \(\tfrac12\cos2\theta_1\) and \(\cos^3\theta_2\) supplies \(\tfrac34\cos\theta_2\). The result is \(10\cdot\tfrac12\cdot\tfrac34\cdot\tfrac12=\tfrac{15}{8}\). The sum is \(\tfrac{25}{8}\), and

\[
i_{2\omega_1-\omega_2}=\frac{g_3A^3}{8}+\frac{g_5}{120}\frac{25A^5}{8}+\cdots
=\frac{g_3A^3}{8}+\frac{5g_5A^5}{192}+\cdots \tag{9}
\]

The ratio of the second term to the first is

\[
\frac{5g_5A^2}{24g_3}=\frac{5(0.728)(0.09)}{24(-0.2515)}=-0.054 .
\]

With this correction the current is \(-0.803\) mA. The remaining 0.002 mA belongs to seventh and higher odd orders. Equation (9) also tells us when the fifth-order term is negligible: \((5/24)|g_5/g_3|A^2\ll1\). The cubic law needs the higher odd orders to be small as well. At a bias where \(g_5=0\), they alone limit it.

Q: What would an engineer report, who applies the rule \(P_1+\Delta/2\) at this drive?

A: The full waveform has a fundamental of 93.6 mA, hence \(P_1=23.41\) dBm, and a suppression of 41.32 dB. The estimate is \(23.41+20.66=44.07\) dBm, which is about 0.1 dB below the small-signal value of 44.17 dBm. The asymptotes would have given 23.63 dBm and 41.08 dB. Compression has lowered the tone by 0.22 dB, and half the change in suppression has returned 0.12 dB. The small final error is thus partly a cancellation.

Q: And the 1 dB compression point?

A: The pure cubic places it at \(A_{\rm 1dB}=1.05\) V for a single tone. The fifth-order term then needs the coefficient of \(\cos\theta\) in \(\cos^5\theta\), which is \(5/8\). It adds \(g_5A^5/192\) to the fundamental. Relative to the cubic change \(g_3A^3/8\), this is \(g_5A^2/(24g_3)\), or about \(-0.13\) at 1.05 V. The fifth-order term takes back some 13% of the cubic's compression, so the \(-9.64\) dB rule is approximate for this curve.

Q: Your formula suggests a trick. Choose the bias where \(g_3=0\), and the intercept becomes infinite.

A: The formula diverges, but the intermodulation does not vanish. In this model \(g_3=0\) at \(T=\pm1/\sqrt3\). Take the lower of these two biases, \(V_B=V_0-V_s\,\mathrm{artanh}(1/\sqrt3)\approx-2.988\) V, and use the unrounded value in what follows. There \(g_1=0.222\) A/V and \(g_5=-0.468\) A/V⁵. Equation (9) leaves a current that grows as \(A^5\). Fourier spectra at drives of 0.025 and 0.05 V give a logarithmic slope of 4.998. Exactly at this bias no line of slope 3 exists, so there is no third-order intercept to quote. The null is sharp. Rounding the bias to \(-2.988\) V, a shift of 0.3 mV, leaves \(g_3\approx9\times10^{-5}\) A/V³. Its current rivals the fifth-order term at a few tens of millivolts of drive and dominates below that. At 0.3 V per tone, the full waveform still contains \(-0.028\) mA at 1.99 GHz. This is far below the 0.8 mA of the previous bias, at the cost of a lower transconductance.

Q: You promised to return to feedback. A real device has resistance between its source terminal and the channel.

A: Call it \(R_S\), and let it carry the whole drain signal current, with no gate current. Let \(v\) now be the signal applied from the gate to the far end of \(R_S\). The channel sees the smaller voltage \(w=v-R_Si\), and

\[
i=f(w)=f(v-R_Si),
\]

where \(f\) is the intrinsic characteristic with derivatives \(g_n\). The intrinsic bias is kept fixed. Primes on \(f\) mean derivatives with respect to \(w\). Differentiating with respect to \(v\) gives

\[
\frac{di}{dv}=f'\left(1-R_S\frac{di}{dv}\right)
\quad\Longrightarrow\quad
\frac{di}{dv}=\frac{f'}{D},\qquad D=1+R_Sf' .
\]

It follows that \(dw/dv=1-R_Sf'/D=1/D\). For the second derivative, apply the quotient rule and then this factor:

\[
\frac{d^2i}{dv^2}=\frac{f''D-f'R_Sf''}{D^2}\,\frac1D=\frac{f''}{D^3},
\]

because \(D-R_Sf'=1\). Once more,

\[
\frac{d^3i}{dv^3}=\left(\frac{f'''}{D^3}-\frac{3f''R_Sf''}{D^4}\right)\frac1D .
\]

At bias, with \(D=1+g_1R_S\), the effective derivatives are

\[
G_1=\frac{g_1}{D},\qquad G_2=\frac{g_2}{D^3},\qquad
G_3=\frac{g_3}{D^4}-\frac{3g_2^2R_S}{D^5}. \tag{10}
\]

The relation between \(i\) and \(v\) is again memoryless, so the intercept formulas hold with \(G_1\) and \(G_3\) in place of \(g_1\) and \(g_3\).

Q: So \(g_2\) matters after all. What is it doing physically?

A: The second-order current at the beat and harmonic frequencies develops a voltage across \(R_S\). That voltage appears between gate and source, where the square-law term mixes it with the original tones. Second order times first order is third order, and some of the products fall at \(2\omega_1-\omega_2\). The factor \(g_2^2\) records the two uses of the square law. This form assumes that \(R_S\) is the same resistance at all the frequencies involved.

Q: Does the feedback help or harm in your example?

A: With \(R_S=0.5\) Ω, \(D=1+0.3204\times0.5=1.160\) and \(G_1=0.276\) A/V. The third derivative is

\[
G_3=\left[\frac{-0.2515}{1.160^4}-\frac{3(0.0843)^2(0.5)}{1.160^5}\right]\frac{\rm A}{\rm V^3}
=-0.144\ \frac{\rm A}{\rm V^3}.
\]

The input intercept rises from 3.19 to 3.92 V. The output intercept rises from 26.1 to 29.3 W, or from 44.17 to 44.66 dBm. Solving the feedback equation at each time sample by Newton's method and extrapolating the resulting spectra also gives 3.92 V. If \(g_2\) were zero, \(G_1^3/|G_3|\) would grow by the full factor \(D\). Here the \(g_2^2\) term has the same sign as \(g_3\) and takes back part of the gain.

Q: And at the bias where \(g_3\) vanishes?

A: There the \(g_2^2\) term stands alone. With \(g_2=0.171\) A/V², equation (10) gives \(G_3=-0.0259\) A/V³ and a finite input intercept of 7.86 V. The third-order current has returned, although \(g_3=0\). It cancels instead where \(g_3D=3g_2^2R_S\), which requires \(g_3>0\). In this model such a bias exists below \(-2.988\) V. At \(-2.988\) V itself \(G_3\) is negative. Far towards cutoff \(g_3\) is positive and falls in proportion to \(1-T^2\), while \(g_2^2\) falls as its square, so \(G_3\) becomes positive. It must pass through zero in between.

Q: Where would you distrust all this for a wide-gap power transistor?

A: First, at large output swing. At 0.3 V per tone, the linear currents add to a peak of about 0.19 A, or 9.6 V across 50 Ω. The drain supply must leave room for this above the voltage below which the current depends strongly on the drain. A high permitted drain voltage, the strength of wide-gap devices, makes that easier. Near the lower limit, derivatives with respect to drain voltage become important. Even well above it, a finite output conductance matters, because the voltage swing across the load then acts back on the current. Without source resistance, a constant conductance \(g_d\) takes the same fraction from the tones and the intermodulation lines, so it lowers the output intercept and leaves the input intercept unchanged. With \(R_S\) present, it divides every \(g_n\) by \(1+g_d(R_L+R_S)\) before equation (10) is applied. This weakens the feedback, and the input intercept shifts as well. In the example, \(g_d=5\) mS moves it from 3.92 to 3.77 V. A conductance that varies with the gate voltage can shift both.

Second, memory can matter. Suppose that heating or trapped charge follows the beat and modulates the transconductance by \(\delta\cos(\theta_2-\theta_1)\). Multiplying by \(A\cos\theta_1\) gives a current \(\delta A/2\) at \(2\omega_1-\omega_2\). If \(\delta\) is proportional to \(A^2\), as for heating by the beat component of the dissipated power, this current also has slope 3. The slope alone therefore does not prove that \(g_3\) is its source. A dependence on tone spacing points to memory in the device or its circuit, since equation (2) contains no frequency. The absence of such a dependence proves less. If the beat is so slow that the temperature follows it fully, heating contributes almost the same amount at all such spacings.

For the same reason, \(g_1\) and \(g_3\) should be taken at fixed temperature and trap occupation. A slow sweep of the gate voltage lets both change, and its derivatives then include those changes.
